# Why a resonantly driven Jaynes–Cummings polariton blocks the second photon

**Question.** A cavity mode holds one two-level emitter, and a weak laser is tuned to the lower of the two first-excited states of the coupled system. The laser puts one quantum in easily. Why does it then hardly ever put in a second, and how does the remaining chance of finding two photons depend on the coupling and the losses?

**Answer.**

## The system and what is measured

Let the mode and the emitter share the frequency $\omega$, and set $\hbar=1$. The operator $a$ removes a photon, $\sigma$ takes the emitter from its upper state $\uparrow$ to its lower state $\downarrow$, and $g$ is the coupling. The laser has frequency $\omega_L$ and drives the cavity with amplitude $\epsilon$. In the frame rotating at $\omega_L$, with $\Delta=\omega-\omega_L$,

$$H=\Delta(a^\dagger a+\sigma^\dagger\sigma)+g(a^\dagger\sigma+a\sigma^\dagger)+\epsilon(a+a^\dagger).$$

The rotating-wave approximation has been made, which requires $g\ll\omega$. Photons are lost at the rate $\kappa$ and emitter excitations at the rate $\gamma$, both rates for populations. There is no thermal light and no pure dephasing.

The tendency of photons to come in pairs is measured by

$$g^{(2)}(0)=\frac{\langle a^\dagger a^\dagger aa\rangle}{\langle a^\dagger a\rangle^2}.$$

It equals 1 for coherent light, and blockade means a value far below 1. The field here is the one inside the cavity. Light leaking out has the same $g^{(2)}(0)$ provided that no laser light is mixed into it. This equality belongs to the rotating-wave model. The neglected terms admix virtual photon pairs, of relative amplitude about $g/2\omega$, which do not leak out but which rival the driven pairs in the bare intracavity moment once $\epsilon$ falls to the order of $g^2/\omega$. For a real system the results below therefore describe the emitted light.

## The second rung is not where the laser needs it

Without drive and loss, the number $n$ of excitations is conserved. Rung $n$ of the energy ladder contains $|n,\downarrow\rangle$ and $|n-1,\uparrow\rangle$. Both have energy $n\omega$, and since $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$, they are coupled by $g\sqrt n$. The eigenstates and energies are therefore

$$|n,\pm\rangle=\frac{|n,\downarrow\rangle\pm|n-1,\uparrow\rangle}{\sqrt2},\qquad E_{n,\pm}=n\omega\pm g\sqrt n .$$

The states $|1,\pm\rangle$ are the first polaritons. A laser resonant with the lower one has $\omega_L=\omega-g$, so $\Delta=g$. Two of its quanta carry $2\omega-2g$, while the second rung offers $2\omega\pm\sqrt2\,g$. The misses are

$$E_{2,\pm}-2\omega_L=(2\pm\sqrt2)\,g .$$

The nearer state, $|2,-\rangle$, is missed by $(2-\sqrt2)g\approx0.586\,g$. This energy belongs to two quanta together: to reach $|2,-\rangle$ by two-photon absorption, the laser frequency would have to rise by half as much.

The miss comes from the square root. If the splitting grew in proportion to $n$, there would be a state at $2\omega-2g$, and the second step would be resonant like the first, with no miss to block it. For the miss to block the second quantum, it must exceed the widths of the levels, which are set by $\kappa$ and $\gamma$. (Pairs can also be suppressed by interference at other tunings: the general formula below vanishes at $\Delta=0$, $g^2=\gamma(\kappa+\gamma)/4$. That is a different mechanism from the one treated here.) For blockade by the miss, the regime of interest is therefore $\kappa+\gamma\ll g$.

## Why amplitudes suffice for a weak drive

The density matrix $\rho$ obeys a Lindblad equation. Its loss terms do two things: they damp each state, and they refill lower rungs by quantum jumps. The damping can be put into a non-Hermitian Hamiltonian, which replaces $\Delta$ by

$$d_c=\Delta-\tfrac{i\kappa}{2}\ \text{per photon},\qquad d_a=\Delta-\tfrac{i\gamma}{2}\ \text{for the excited emitter.}$$

Let $\rho_{mn}$ be the block of $\rho$ between rungs $m$ and $n$. Each excitation costs one power of $\epsilon$, so $\rho_{mn}$ is of order $\epsilon^{m+n}$. Jumps feed it from $\rho_{m+1,n+1}$, which is smaller by $\epsilon^2$. The downward action of the drive, from $\rho_{m+1,n}$ or $\rho_{m,n+1}$, is smaller by $\epsilon^2$ as well. To leading order both can be dropped. What remains is solved by $\rho_{mn}=\psi_m\psi_n^\dagger$, where $\psi_0=|0,\downarrow\rangle$ and

$$H_m\psi_m+\epsilon a^\dagger\psi_{m-1}=0 ,$$

with $H_m$ the undriven non-Hermitian Hamiltonian on rung $m$. Each rung is thus driven by the one below it, and its response is the drive divided by its complex detuning.

## One resonant step, one detuned step

Set $\Delta=g$. In the rotating frame $|1,-\rangle$ then has zero energy, and only its damping limits its amplitude $b_1$. Because it is half photon and half emitter, it decays at the rate $(\kappa+\gamma)/2$, which contributes $-i(\kappa+\gamma)/4$ to the non-Hermitian energy. The drive element is $\langle1,-|a^\dagger|0,\downarrow\rangle=1/\sqrt2$. Hence

$$-\frac{i(\kappa+\gamma)}{4}\,b_1+\frac{\epsilon}{\sqrt2}=0
\quad\Rightarrow\quad |b_1|=\frac{2\sqrt2\,\epsilon}{\kappa+\gamma}.$$

The state $|1,+\rangle$ lies $2g$ away and is neglected at this order. The amplitude $c_1$ of $|1,\downarrow\rangle$ is $b_1/\sqrt2$, so

$$|c_1|=\frac{2\epsilon}{\kappa+\gamma}.$$

For the second step, $a^\dagger|1,-\rangle=(\sqrt2\,|2,\downarrow\rangle-|1,\uparrow\rangle)/\sqrt2$, which gives

$$\langle2,\pm|a^\dagger|1,-\rangle=\frac{\sqrt2\mp1}{2}.$$

The detunings are of order $g$, so damping can be neglected beside them. The amplitudes of $|2,\pm\rangle$ are

$$B_\pm=-\frac{\epsilon b_1}{g}\,\frac{\sqrt2\mp1}{2(2\pm\sqrt2)} .$$

Using $(2+\sqrt2)(2-\sqrt2)=2$, the two fractions become

$$\frac{\sqrt2+1}{2(2-\sqrt2)}=\frac{3\sqrt2+4}{4},\qquad
\frac{\sqrt2-1}{2(2+\sqrt2)}=\frac{3\sqrt2-4}{4},$$

the first for $|2,-\rangle$ and the second for $|2,+\rangle$. They add to $3/\sqrt2$. The two-photon state $|2,\downarrow\rangle$ has overlap $1/\sqrt2$ with each, so its amplitude is

$$c_2=\frac{B_++B_-}{\sqrt2}=-\frac32\,\frac{\epsilon}{g}\,b_1 .$$

The nearer state supplies $(3\sqrt2+4)/(6\sqrt2)$, or 97 percent, of this amplitude. It is both closer and more strongly coupled. The miss of $(2-\sqrt2)g$ therefore controls the blockade, with a small addition from the upper state.

To leading order $\langle a^\dagger a\rangle=|c_1|^2$. The pair moment is $\langle a^\dagger a^\dagger aa\rangle=2|c_2|^2$, since $|1,\uparrow\rangle$ holds one photon and contributes nothing. With $|b_1|^2=2|c_1|^2$,

$$g^{(2)}(0)=\frac{2\cdot\frac94(\epsilon/g)^2\cdot2|c_1|^2}{|c_1|^4}
=\frac{9\epsilon^2}{g^2|c_1|^2},$$

and inserting $|c_1|^2=4\epsilon^2/(\kappa+\gamma)^2$ gives

$$\boxed{g^{(2)}(0)\simeq\frac94\left(\frac{\kappa+\gamma}{g}\right)^2}\qquad(\epsilon\ll\kappa+\gamma\ll g).$$

The drive has cancelled. The scaling $(\kappa/g)^2$ follows if $\gamma\ll\kappa$, with factor $9/4$, or if $\gamma/\kappa$ is held fixed, with factor $\frac94(1+\gamma/\kappa)^2$. If $\kappa$ alone is reduced, the fall stops once $\gamma$ dominates the width.

The square has a direct reading. Coherent light with the same $c_1$ would have $|c_2|=|c_1|^2/\sqrt2$, from expanding $e^{c_1a^\dagger}|0\rangle$; this is the response of an evenly spaced ladder, where the second step is resonant whenever the first is. Here the second step has a denominator of order $g$ in place of one of order $\kappa+\gamma$. The amplitude is smaller than the coherent one by the factor $\frac32(\kappa+\gamma)/g$, and $g^{(2)}(0)$ is the square of that factor.

## Any laser frequency

The same amplitude equations can be solved without assuming small loss. Let $e_0$ and $e_1$ be the amplitudes of $|0,\uparrow\rangle$ and $|1,\uparrow\rangle$. The first rung obeys

$$d_cc_1+ge_0+\epsilon=0,\qquad gc_1+d_ae_0=0 .$$

The second equation gives $e_0=-gc_1/d_a$. Putting this into the first, with $D=d_cd_a-g^2$,

$$c_1=-\frac{\epsilon d_a}{D},\qquad e_0=\frac{\epsilon g}{D}.$$

The second rung, with $S=d_c+d_a$, obeys

$$2d_cc_2+\sqrt2\,ge_1+\sqrt2\,\epsilon c_1=0,\qquad
Se_1+\sqrt2\,gc_2+\epsilon e_0=0 .$$

Eliminating $e_1=-(\sqrt2\,gc_2+\epsilon e_0)/S$ and multiplying by $S$,

$$2(d_cS-g^2)c_2=\sqrt2\,\epsilon(ge_0-Sc_1)=\frac{\sqrt2\,\epsilon^2(g^2+d_aS)}{D}.$$

Solving for $c_2$ and forming $2|c_2|^2/|c_1|^4$ yields

$$g^{(2)}(0)=\frac{|g^2+d_aS|^2\,|D|^2}{|d_a|^4\,|d_cS-g^2|^2}.$$

The drive must be weak enough for $|c_1|^2$ to far exceed the terms of order $\epsilon^4$ in the photon number. Near $\Delta=0$ this is a stricter demand than elsewhere, because $c_1$ is proportional to $d_a$, which is then small. At $\Delta=0$ and small loss, $|c_1|\simeq\epsilon\gamma/(2g^2)$ while $|c_2|\simeq\epsilon^2/(\sqrt2\,g^2)$, so the formula requires $\epsilon\ll\gamma$ there, with a wide margin: for $\kappa=4\gamma$ and $\epsilon=0.1\gamma$ the true value already lies 14 percent below it. The condition on the photon number is not sufficient by itself, because the pair moment has higher-order terms of its own. These become resonant at some tunings, for example $\Delta=g/\sqrt3$, where three quanta reach $|3,-\rangle$, and $\Delta=(\sqrt2-1)g$, where the step from $|1,-\rangle$ to $|2,-\rangle$ is resonant. There the formula needs $\epsilon\ll\kappa+\gamma$ even though the photon number follows $|c_1|^2$ closely: at $\Delta=g/\sqrt3$ with $g=100(\kappa+\gamma)$, $\kappa=4\gamma$ and $\epsilon=0.5(\kappa+\gamma)$, the photon number is off by about 1 percent while $g^{(2)}(0)$ is four times the formula.

At $\Delta=g$ and small loss, $g^2+d_aS\to3g^2$, $d_cS-g^2\to g^2$, $|d_a|\to g$ and $|D|\to g(\kappa+\gamma)/2$. The factor $9/4$ returns, now without reference to separate paths.

## Two checks on the cause

**Remove the miss by retuning the laser.** At $\Delta=g/\sqrt2$ two quanta match $|2,-\rangle$. To leading order $g^2+d_aS=2g^2$, $D=-g^2/2$ and $|d_a|^4=g^4/4$. In the last factor the real parts cancel and the loss must be kept:

$$d_cS-g^2\simeq-i\Delta\left(\frac{\kappa+\gamma}{2}+\kappa\right)=-\frac{ig(3\kappa+\gamma)}{2\sqrt2}.$$

Therefore

$$g^{(2)}(0)\simeq\frac{4g^4\cdot g^4/4}{(g^4/4)\,g^2(3\kappa+\gamma)^2/8}=\frac{32g^2}{(3\kappa+\gamma)^2}.$$

This is large. Now the first step is detuned and the pair is resonant, so photons arrive bunched.

**Remove the miss by making the ladder even.** Replace the emitter by a harmonic oscillator with lowering operator $b$. The first rung, including its splitting $2g$, is unchanged. Try the state $\exp(\alpha a^\dagger+\beta b^\dagger)|0\rangle$. Acting on it, $a$ gives $\alpha$ and $b$ gives $\beta$, so the rung equations become

$$\left[a^\dagger(d_c\alpha+g\beta+\epsilon)+b^\dagger(d_a\beta+g\alpha)\right]e^{\alpha a^\dagger+\beta b^\dagger}|0\rangle=0 .$$

Both brackets vanish if $\alpha=c_1$ and $\beta=e_0$, by the first-rung equations above. Then $c_2=\alpha^2/\sqrt2$ and $g^{(2)}(0)=1$. A split first rung alone gives no blockade; the uneven spacing above it does.

## When the drive is not so weak

Let $\epsilon$ be comparable with $\kappa+\gamma$, but still much smaller than $g$. Then $|0,\downarrow\rangle$ and $|1,-\rangle$ form a two-level system with coupling $v=\epsilon/\sqrt2$ and decay rate $\Gamma=(\kappa+\gamma)/2$. Let $p$ be the population of $|1,-\rangle$ and $s$ its coherence with the ground state, $s=\langle1,-|\rho|0,\downarrow\rangle$. In the steady state

$$0=-\frac{\Gamma}{2}s-iv(1-2p),\qquad 0=-\Gamma p-iv(s^*-s).$$

The first gives $s=-2iv(1-2p)/\Gamma$, and the second then gives $\Gamma p=4v^2(1-2p)/\Gamma$. Hence

$$p=\frac{4v^2}{\Gamma^2+8v^2}=\frac{2\epsilon^2}{\Gamma^2+4\epsilon^2},\qquad
\langle a^\dagger a\rangle=\frac p2=\frac{\epsilon^2}{\Gamma^2+4\epsilon^2}.$$

Between jumps, $b_1$ changes at rates of order $\Gamma$ and $\epsilon$, slowly compared with the detuning of the second rung. The relation $|c_2|=\frac32(\epsilon/g)|b_1|$ therefore continues to hold. A jump disturbs it only at second order in $\epsilon/g$: the jump takes the main state to the ground state, and any second-rung amplitude left afterwards must come from the third rung. Averaging $|b_1|^2$ to $p$,

$$g^{(2)}(0)\simeq\frac{\frac92(\epsilon/g)^2p}{p^2/4}=\frac{18\epsilon^2}{g^2p}
=\frac94\,\frac{(\kappa+\gamma)^2+16\epsilon^2}{g^2}.$$

Saturation holds back the one-photon population while the pair probability keeps growing, so a stronger drive weakens the blockade.

Pure dephasing and thermal light lie outside these formulas, since the steady state then no longer reduces to the amplitudes used here. If $g$ is comparable with $\kappa+\gamma$, the small-loss law fails too, though the general weak-drive expression remains valid.

## Numbers

Take round model parameters in hartree: $\omega=0.1$, $g=2\times10^{-4}$ (5.44 meV), $\kappa=8\times10^{-6}$, $\gamma=2\times10^{-6}$ and $\epsilon=5\times10^{-7}$. The nearer second-rung state is missed by

$$(2-\sqrt2)\,g=1.17\times10^{-4}\ \text{hartree}=3.19\ \text{meV},$$

which is 11.7 times $\kappa+\gamma=10^{-5}$ hartree. The miss is well resolved. The weak-drive law gives

$$g^{(2)}(0)\simeq\frac94(0.05)^2=0.00563 .$$

The drive has $\epsilon/(\kappa+\gamma)=0.05$, so the finite-drive factor is $1+16(0.05)^2=1.04$, which raises the estimate to 0.00585. The steady state of the full Lindblad equation, computed numerically, gives 0.00583. Its mean photon number is 0.0096. Half the pair moment, which is the two-photon probability to leading order, is $2.70\times10^{-7}$, against $4.62\times10^{-5}$ for coherent light with the same mean photon number.

At the much weaker drive $\epsilon=0.01(\kappa+\gamma)$, the Lindblad solution shows the approach to the law:

| $g/(\kappa+\gamma)$ | $g^{(2)}(0)$ | $g^{(2)}(0)\,[g/(\kappa+\gamma)]^2$ |
|---:|---:|---:|
| 5 | 0.0857 | 2.143 |
| 10 | 0.0223 | 2.225 |
| 20 | 0.00562 | 2.246 |
| 40 | 0.00141 | 2.252 |

The last entry lies slightly above $9/4$. The finite-drive factor, 1.0016 here, allows for an excess of this size.

Both checks on the cause come out as derived. With this weaker drive and the example's other parameters, retuning the laser to the two-photon resonance gives $g^{(2)}(0)=1886$, against 1893 from the leading formula. Replacing the emitter by an oscillator gives 1.000.

For $\epsilon=0.5(\kappa+\gamma)$ the blockade has weakened to $g^{(2)}(0)=0.0275$, and the finite-drive formula, at 0.0281, is about 2 percent above the Lindblad value. The numerical check tests these formulas against numerical diagonalization and the Lindblad steady state.

## Table of computed values

```
omega = 0.100 hartree
g = 2.00e-04 hartree = 5.442 meV
kappa = 8.00e-06 hartree
gamma = 2.00e-06 hartree
epsilon = 5.00e-07 hartree
(kappa+gamma)/g = 0.0500 (dimensionless)
lower polariton energy = 0.099800 hartree
miss of lower rung-two state = 1.17157e-04 hartree = 3.188 meV
miss of upper rung-two state = 6.82843e-04 hartree
near miss / g = 0.58579 (dimensionless)
near miss / (kappa+gamma) = 11.716 (dimensionless)
matrix element to |2,-> = 1.20711 (dimensionless)
matrix element to |2,+> = 0.20711 (dimensionless)
|c2| g/(epsilon |b1|) = 1.50000 (dimensionless)
amplitude share through |2,-> = 97.14 percent
Weak drive, epsilon = 0.01 (kappa+gamma), all dimensionless:
g/(kappa+gamma) =  5: g2 = 0.085730, g2*(g/(kappa+gamma))^2 = 2.1432
g/(kappa+gamma) = 10: g2 = 0.022250, g2*(g/(kappa+gamma))^2 = 2.2250
g/(kappa+gamma) = 20: g2 = 0.005616, g2*(g/(kappa+gamma))^2 = 2.2464
g/(kappa+gamma) = 40: g2 = 0.001407, g2*(g/(kappa+gamma))^2 = 2.2518
Loss division at g/(kappa+gamma) = 40:
kappa/(kappa+gamma) = 1.0: g2*(g/(kappa+gamma))^2 = 2.2512
kappa/(kappa+gamma) = 0.5: g2*(g/(kappa+gamma))^2 = 2.2524
kappa/(kappa+gamma) = 0.2: g2*(g/(kappa+gamma))^2 = 2.2527
g2 with emitter replaced by oscillator = 1.00000
g2 at two-photon resonance, full = 1886.3
g2 at two-photon resonance, law = 1893.5
Finite drive in the worked example, all dimensionless:
epsilon/(kappa+gamma) = 0.05: photons = 0.009617 (law 0.009615), g2 = 0.005830 (law 0.005850)
epsilon/(kappa+gamma) = 0.20: photons = 0.097756 (law 0.097561), g2 = 0.009166 (law 0.009225)
epsilon/(kappa+gamma) = 0.50: photons = 0.202096 (law 0.200000), g2 = 0.027527 (law 0.028125)
worked example: <a+a+aa>/2 = 2.6959e-07
same for Poisson light of equal photon number = 4.6242e-05
worked example: g2 = 0.005830
weak-drive amplitude formula: g2 = 0.005607
leading law: g2 = 0.005625
```
